**Slowest carrier-decay mode of a wafer with unequal surfaces**

For thickness $W$, diffusion coefficient $D$ and surface recombination velocities $S_1,S_2$, the slowest mode has the surface lifetime $\tau_s=W^2/(D\theta^2)$. Here $\theta=\arctan(h_1/\theta)+\arctan(h_2/\theta)$, $0<\theta\le\pi$ and $h_i=S_iW/D$. The program asserts that this phase condition reproduces the four lowest decay rates found by Chebyshev collocation for seven pairs of surfaces, including zero and infinite recombination. It also asserts the factor 4, the leading corrections for large and small $S$, the peak position for one unequal pair, and a gain between 2 and 4 at six values of equal finite $S$. Time propagation from two different starting profiles is asserted to end in the predicted slowest decay. For a 300 µm silicon wafer with rough typical parameters, the output shows ideal lifetimes of 2.61 and 10.45 µs. Replacing one of two lapped faces by a fresh hydrogen-terminated face gives a factor 3.88. Among the neglected effects sized for this wafer, high injection is the largest, lengthening the surface lifetime by 93%.

## Numerical check

```python
"""Slowest decay mode of excess carriers in a wafer with unequal surfaces.

Result under test: for u_t = D u_xx on 0 < x < W with D u_x = S1 u at x = 0
and -D u_x = S2 u at x = W, the slowest mode has the surface lifetime
    tau_s = W^2 / (D theta^2),
    theta = arctan(h1/theta) + arctan(h2/theta),  0 < theta <= pi,
with h1 = S1 W/D and h2 = S2 W/D.  Passivating one of two infinitely
recombining faces multiplies tau_s by 4.
D: diffusion coefficient, W: thickness, S1, S2: recombination velocities.
Uniform bulk recombination adds 1/tau_b to every decay rate.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

INF = np.inf
PI = np.pi


def mode_root(h1, h2, n=0):
    """Dimensionless wave number of mode n from the derived phase condition."""
    def mismatch(theta):
        return theta - n * PI - np.arctan(h1 / theta) - np.arctan(h2 / theta)
    return brentq(mismatch, n * PI + 1e-9, (n + 1) * PI + 1e-9,
                  xtol=1e-14, rtol=1e-14)


# Chebyshev collocation on 0 <= x/W <= 1: the independent road
N = 24
grid = (1 - np.cos(PI * np.arange(N + 1) / N)) / 2
bary = (-1.0) ** np.arange(N + 1)
bary[[0, -1]] *= 0.5
gap = grid[:, None] - grid[None, :] + np.eye(N + 1)
diff1 = bary[None, :] / bary[:, None] / gap
np.fill_diagonal(diff1, 0.0)
np.fill_diagonal(diff1, -diff1.sum(axis=1))
diff2 = diff1 @ diff1
vander = legendre.legvander(2 * grid - 1, N)
weights = np.linalg.solve(vander.T, np.eye(N + 1)[0])


def wafer_operator(h1, h2):
    """Return -d2/dx2 on interior points and the map to all grid points."""
    unit = np.eye(N + 1)
    left = unit[0] if np.isinf(h1) else diff1[0] - h1 * unit[0]
    right = unit[-1] if np.isinf(h2) else diff1[-1] + h2 * unit[-1]
    faces = np.array([left, right])
    extend = np.zeros((N + 1, N - 1))
    extend[1:-1] = np.eye(N - 1)
    extend[[0, -1]] = -np.linalg.solve(faces[:, [0, -1]], faces[:, 1:-1])
    return -(diff2 @ extend)[1:-1], extend


def numeric_rates(h1, h2):
    """Decay rates in units of D/W^2, slowest first, by diagonalization."""
    values = np.linalg.eigvals(wafer_operator(h1, h2)[0])
    return values[np.argsort(values.real)].real


# Test: the whole low spectrum, for equal, unequal, zero and infinite S
for pair in [(0.3, 2.0), (5.0, 0.0), (0.9, 86.0), (40.0, 40.0),
             (0.0, INF), (2.0, INF), (INF, INF)]:
    found = numeric_rates(*pair)[:4]
    derived = [mode_root(*pair, n) ** 2 for n in range(4)]
    assert found[0] > 0
    assert np.allclose(found, derived, rtol=1e-6, atol=0), pair
    th = np.sqrt(found[0])
    if np.isfinite(pair).all():  # tangent form, cleared of its denominator
        lhs = np.sin(th) * (th**2 - pair[0] * pair[1])
        rhs = np.cos(th) * th * sum(pair)
        assert abs(lhs - rhs) < 1e-5 * (th**2 + pair[0] * pair[1] + sum(pair))

# Test: the factor four, from diagonalization only
rate_two_sinks = numeric_rates(INF, INF)[0]
rate_one_sink = numeric_rates(0.0, INF)[0]
numeric_factor = rate_two_sinks / rate_one_sink
assert abs(numeric_factor - 4) < 1e-7

# Test: leading corrections; tolerances cover the next order in the expansion
big, small = 1e3, 1e-3
assert abs(rate_two_sinks / numeric_rates(big, big)[0] - 1 - 4 / big) < 10 / big**2
assert abs(rate_one_sink / numeric_rates(0, big)[0] - 1 - 2 / big) < 10 / big**2
residual = rate_one_sink / numeric_rates(small, INF)[0] - 1
assert abs(residual + 8 * small / PI**2) < 5 * small**2
assert abs(numeric_rates(small, 2 * small)[0] / (3 * small) - 1) < 3 * small

# Test: gain from passivating one of two equal faces lies between 2 and 4
for h in [0.01, 0.1, 1.0, 10.0, 100.0, 1000.0]:
    gain = numeric_rates(h, h)[0] / numeric_rates(0, h)[0]
    assert 2 < gain < 4
    half_wafer = 4 * (mode_root(0, h / 2) / mode_root(0, h)) ** 2
    assert abs(gain / half_wafer - 1) < 1e-6

# Worked example: rough typical values for p-type silicon
T = 300.0                      # K
W_um = 300.0                   # micrometre
W = W_um * 1e-4                # cm
mu_n, mu_p = 1350.0, 460.0     # cm2/Vs
doping = 1e15                  # cm^-3
S_lap, S_aged, S_hf = 1e5, 1e3, 10.0   # cm/s
tau_bulk = 1000.0              # microsecond
V_T = const.k * T / const.e
D_n, D_p = mu_n * V_T, mu_p * V_T


def tau_surface(S1, S2, thick=W, D=D_n, n=0):
    """Surface lifetime in microseconds."""
    theta = mode_root(S1 * thick / D, S2 * thick / D, n)
    return 1e6 * thick**2 / (D * theta**2)


def with_bulk(tau):
    return 1 / (1 / tau + 1 / tau_bulk)


# Test: position of the density peak, from the numerical eigenvector
h_aged, h_lap, h_hf = (S * W / D_n for S in (S_aged, S_lap, S_hf))
theta_aged = mode_root(h_aged, h_lap)
phase_left = np.arctan(h_aged / theta_aged)
phase_right = np.arctan(h_lap / theta_aged)
operator, extend = wafer_operator(h_aged, h_lap)
values, vectors = np.linalg.eig(operator)
shape = extend @ vectors[:, np.argmin(values.real)].real
assert np.all(shape > 0) or np.all(shape < 0)
slope = legendre.legder(np.linalg.solve(vander, shape))
peak = brentq(lambda s: legendre.legval(2 * s - 1, slope), 0, 1)
assert abs(peak - phase_left / theta_aged) < 1e-6

# Test: time evolution ends in the slowest mode from very different starts
tau_hf = tau_surface(S_hf, S_lap)
time_unit = 1e6 * W**2 / D_n   # microsecond
operator, extend = wafer_operator(h_hf, h_lap)


def apparent_lifetime(start, t_us, step_us=0.01):
    """Lifetime read from the total carrier number around time t_us."""
    totals = [weights @ extend @ expm(-operator * t / time_unit) @ start
              for t in (t_us - step_us / 2, t_us + step_us / 2)]
    return step_us / np.log(totals[0] / totals[1])


uniform = np.ones(N - 1)
near_lapped = np.exp(-((grid[1:-1] - 0.9) / 0.08) ** 2)
for start in (uniform, near_lapped):
    assert abs(apparent_lifetime(start, 3 * tau_hf) / tau_hf - 1) < 1e-5
early = [apparent_lifetime(uniform, f * tau_hf) for f in (0.1, 0.5)]
assert early[0] < early[1] < tau_hf


# Ambipolar diffusion, tested against the two current equations
def ambipolar(excess):
    n, p = excess, doping + excess
    return (n + p) / (n / D_p + p / D_n)


for ratio in (0.01, 1.0, 30.0):
    n, p = ratio, 1 + ratio    # densities in units of the doping
    # unknowns: common particle flux and field, for unit density gradient
    flux, field = np.linalg.solve([[1, mu_n * n], [1, -mu_p * p]],
                                  [-D_n, -D_p])
    assert abs(-flux / ambipolar(ratio * doping) - 1) < 1e-10

# Kinetic ceiling on S: mean speed of carriers that only move to the wall
mass = 0.26 * const.m_e        # rough conductivity mass of electrons
S_kinetic = 100 * np.sqrt(2 * const.k * T / (PI * mass))
top = quad(lambda v: v * np.exp(-v * v / 2), 0, 12)[0]
bottom = quad(lambda v: np.exp(-v * v / 2), 0, 12)[0]
speed = 100 * np.sqrt(const.k * T / mass) * top / bottom
assert abs(speed / S_kinetic - 1) < 1e-8

# Sizes of neglected effects for the lapped / hydrogen-terminated wafer
excess_low = 1e13              # cm^-3
D_low = ambipolar(excess_low)
D_high = 2 * D_n * D_p / (D_n + D_p)
assert abs(ambipolar(1e6 * doping) / D_high - 1) < 1e-5
warming = 10.0                 # K
D_warm = D_n * ((T + warming) / T) ** (-1.4)   # mobility falls as T^-2.4
bending = 0.3                  # V, rough band bending at the lapped face
layer_um = 1e6 * np.sqrt(2 * 11.7 * const.epsilon_0 * bending
                         / (const.e * doping * 1e6))
side = 2.0                     # cm, square sample with infinite-S edges
edge_rate = 2 * PI**2 * D_n / side**2 * 1e-6   # per microsecond


def change(tau):
    return 100 * (tau / tau_hf - 1)


tau_ideal_two = tau_surface(INF, INF)
tau_ideal_one = tau_surface(0.0, INF)
tau_lapped = tau_surface(S_lap, S_lap)
S_limit = brentq(lambda S: tau_surface(S, INF) / tau_ideal_one - 0.95, 0.1, 1e3)

print(f"Temperature: {T:.0f} K; thickness W: {W_um:.0f} um")
print(f"Electron, hole mobility: {mu_n:.0f}, {mu_p:.0f} cm2/Vs")
print(f"Doping: {doping:.1e} cm^-3; bulk lifetime: {tau_bulk:.0f} us")
print(f"Thermal voltage: {1000 * V_T:.3f} mV")
print(f"Electron, hole diffusion coefficient: {D_n:.2f}, {D_p:.2f} cm2/s")
print(f"Velocity scale D/W: {D_n / W:.0f} cm/s; time W^2/D: {time_unit:.3f} us")
print(f"h = SW/D, HF / aged / lapped: {h_hf:.5f} / {h_aged:.4f} / {h_lap:.2f}")
print("S1 (cm/s), S2 (cm/s), theta (rad), tau_s (us), peak x_m (um):")
for S1, S2 in [(INF, INF), (0.0, INF), (S_lap, S_lap),
               (S_aged, S_lap), (S_hf, S_lap)]:
    theta = mode_root(S1 * W / D_n, S2 * W / D_n)
    x_peak = W_um * np.arctan(S1 * W / D_n / theta) / theta
    print(f"  {S1:8.0f} {S2:8.0f} {theta:.5f} "
          f"{tau_surface(S1, S2):.3f} {x_peak:.2f}")
print(f"Aged/lapped phases: {phase_left:.5f}, {phase_right:.5f} rad")
print(f"Ideal factor by diagonalization: {numeric_factor:.6f}")
print(f"Factor, both lapped -> one HF: {tau_hf / tau_lapped:.3f}")
print(f"Factor, both lapped -> one aged: "
      f"{tau_surface(S_aged, S_lap) / tau_lapped:.3f}")
print("Factor from perfectly passivating one of two equal faces:")
for S in (S_hf, S_aged, S_lap):
    print(f"  S = {S:.0f} cm/s: {tau_surface(0, S) / tau_surface(S, S):.3f}")
print(f"With bulk, both lapped: {with_bulk(tau_lapped):.3f} us")
print(f"With bulk, one HF: {with_bulk(tau_hf):.3f} us")
print(f"Factor with bulk: {with_bulk(tau_hf) / with_bulk(tau_lapped):.3f}")
print(f"S on good face for 5% loss (other infinite): {S_limit:.1f} cm/s")
print(f"  same from linear estimate: {0.05 * PI**2 / 8 * D_n / W:.1f} cm/s")
print(f"Second mode lifetime, HF/lapped: {tau_surface(S_hf, S_lap, n=1):.3f} us")
print(f"Apparent lifetime, uniform start, t = 0.1 tau_s: {early[0]:.2f} us")
print(f"Apparent lifetime, uniform start, t = 0.5 tau_s: {early[1]:.2f} us")
print("Neglected effects: change of the HF/lapped surface lifetime")
print(f"  bulk recombination: {change(with_bulk(tau_hf)):.2f} %")
print(f"  excess {excess_low:.0e} cm^-3, D = {D_low:.2f} cm2/s: "
      f"{change(tau_surface(S_hf, S_lap, D=D_low)):.2f} %")
print(f"  high injection, D = {D_high:.2f} cm2/s: "
      f"{change(tau_surface(S_hf, S_lap, D=D_high)):.1f} %")
print(f"  warming by {warming:.0f} K, D = {D_warm:.2f} cm2/s: "
      f"{change(tau_surface(S_hf, S_lap, D=D_warm)):.2f} %")
print(f"  space-charge layer {layer_um:.2f} um ({bending:.1f} V): "
      f"{change(tau_surface(S_hf, S_lap, thick=W - layer_um * 1e-4)):.2f} %")
print(f"  edges of a {side:.0f} cm square: "
      f"{change(1 / (1 / tau_hf + edge_rate)):.2f} %")
print(f"Kinetic ceiling on S: {S_kinetic:.2e} cm/s")
print(f"  tau_s at ceiling vs S infinite, both faces: "
      f"{100 * (tau_surface(S_kinetic, S_kinetic) / tau_ideal_two - 1):.3f} %")
print("all tests passed")
```

Output:

```
Temperature: 300 K; thickness W: 300 um
Electron, hole mobility: 1350, 460 cm2/Vs
Doping: 1.0e+15 cm^-3; bulk lifetime: 1000 us
Thermal voltage: 25.852 mV
Electron, hole diffusion coefficient: 34.90, 11.89 cm2/s
Velocity scale D/W: 1163 cm/s; time W^2/D: 25.788 us
h = SW/D, HF / aged / lapped: 0.00860 / 0.8596 / 85.96
S1 (cm/s), S2 (cm/s), theta (rad), tau_s (us), peak x_m (um):
       inf      inf 3.14159 2.613 150.00
         0      inf 1.57080 10.451 0.00
    100000   100000 3.07019 2.736 150.00
      1000   100000 1.96109 6.705 63.19
        10   100000 1.55819 10.621 1.06
Aged/lapped phases: 0.41310, 1.54799 rad
Ideal factor by diagonalization: 4.000000
Factor, both lapped -> one HF: 3.882
Factor, both lapped -> one aged: 2.451
Factor from perfectly passivating one of two equal faces:
  S = 10 cm/s: 2.003
  S = 1000 cm/s: 2.267
  S = 100000 cm/s: 3.910
With bulk, both lapped: 2.728 us
With bulk, one HF: 10.510 us
Factor with bulk: 3.852
S on good face for 5% loss (other infinite): 76.5 cm/s
  same from linear estimate: 71.8 cm/s
Second mode lifetime, HF/lapped: 1.187 us
Apparent lifetime, uniform start, t = 0.1 tau_s: 7.24 us
Apparent lifetime, uniform start, t = 0.5 tau_s: 10.45 us
Neglected effects: change of the HF/lapped surface lifetime
  bulk recombination: -1.05 %
  excess 1e+13 cm^-3, D = 34.25 cm2/s: 1.84 %
  high injection, D = 17.74 cm2/s: 93.2 %
  warming by 10 K, D = 33.33 cm2/s: 4.56 %
  space-charge layer 0.62 um (0.3 V): -0.41 %
  edges of a 2 cm square: -0.18 %
Kinetic ceiling on S: 1.06e+07 cm/s
  tau_s at ceiling vs S infinite, both faces: 0.044 %
all tests passed
```
